# A positive time step for a global plasma-etch model

Anyone who runs a global plasma model to a steady etch rate must choose a time step. In the example used here, 500 W sustains an electron energy content of about 1.2 mJ, which is renewed every 2.4 µs, while the gas is renewed every $1/k_p=0.12$ s. If the step must follow the electrons, the gas needs some $5\times10^4$ steps per residence time. If it may follow the gas, a few dozen suffice. The second choice is open provided that large steps neither produce negative densities nor lose material, and settle on the true steady state.

## The balances to be advanced

A molecular gas M = A$_2$ is fed at $Q$ molecules per second into a slab of gap $L$, plate area $A_p$ and volume $V=A_pL$, and is pumped at speed $S$, with $k_p=S/V$. The state is $y=(n_M,n_A,n_{M^+},n_{A^+})$ and the electron temperature $T$, with $n_e=n_{M^+}+n_{A^+}$. Temperatures and energies are in eV. The gas is electropositive, neutrals and $T$ are uniform, and side walls are ignored. Electrons ionize M and A (coefficients $K_M,K_A$), dissociate M ($K_d$) and excite both. Ions reach the plates at frequencies $\nu_i$ and return as neutrals; atoms recombine there at frequency $\nu_r$. Hence $\dot y=\mathsf R\,y+q$, where $q=(Q/V,0,0,0)$ and

$$\mathsf R=\begin{pmatrix}-n_e(K_M+K_d)-k_p&\nu_r/2&\nu_{M^+}&0\\2n_eK_d&-n_eK_A-\nu_r-k_p&0&\nu_{A^+}\\n_eK_M&0&-\nu_{M^+}&0\\0&n_eK_A&0&-\nu_{A^+}\end{pmatrix}.$$

With $p$ the absorbed power per volume in eV m$^{-3}$ s$^{-1}$ and $\Lambda$ the electron energy loss, $\frac{d}{dt}\left(\tfrac32n_eT\right)=p-\Lambda(T,y)$.

## What goes wrong, and the repair for densities

Explicit Euler multiplies an ion density that has little source by $1-\Delta t\,\nu_i$, which is negative once $\Delta t>1/\nu_i$. In the example $\nu_{A^+}=2.6\times10^4$ s$^{-1}$, so the limit for these ions is 38 µs. The electron energy, renewed every 2.4 µs, restricts explicit steps far more. Started from a weakly ionized gas with 1 ms steps, explicit Euler yields a nonpositive state at the first step.

Setting negative values to zero creates nuclei. Treating each loss implicitly but each gain explicitly keeps positivity, yet an ion is then removed at its new density and returned to the gas at its old one, so nuclei are again not conserved. Both ends of each transfer must use the same new density. With $\mathsf R$ evaluated at the old state, this means

$$\mathsf B\,y'=y+\Delta t\,q,\qquad \mathsf B=\mathsf I-\Delta t\,\mathsf R .$$

Let $h=(2,1,2,1)$ count A-nuclei per particle. The weighted sum of the first column of $\mathsf R$ is $-2n_e(K_M+K_d)-2k_p+2n_eK_d+2n_eK_M=-2k_p$. The second gives $\nu_r-n_eK_A-\nu_r-k_p+n_eK_A=-k_p$, and the ion columns cancel. Thus $h^T\mathsf R=-k_p(2,1,0,0)$, and multiplying the step by $h^T$ gives

$$h^Ty'-h^Ty=\Delta t\left[2Q/V-k_p(2n_M'+n_A')\right].$$

Every change in the number of nuclei is thus accounted for by feed and pumping, whatever $\Delta t$. The course of a transient still carries a first-order time error, because over the whole step the coefficients are held at the old state and the densities they multiply at the new one.

The same sums prove positivity. Write $\mathsf B=\mathsf D-\mathsf N$, where $\mathsf D$ is the diagonal part, with entries at least 1, and $\mathsf N\ge0$. Since $h^T\mathsf B=h^T+\Delta t\,k_p(2,1,0,0)>0$, we have $h^T\mathsf N<h^T\mathsf D$ in each component. For $\mathsf P=\mathsf N\mathsf D^{-1}\ge0$ this reads $h^T\mathsf P<h^T$, so $\mathsf P$ has norm below one in the column-sum norm weighted by $h$, and its geometric series converges:

$$\mathsf B^{-1}=\mathsf D^{-1}(\mathsf I-\mathsf P)^{-1}=\mathsf D^{-1}\sum_{k\ge0}\mathsf P^k\ \ge\ \mathsf D^{-1}.$$

Therefore $y'\ge\mathsf D^{-1}(y+\Delta t\,q)>0$ for every $\Delta t>0$ and every positive old state. The proof needs nonnegative coefficients, whatever their values.

## The loss terms

For the model cross section $\sigma=\sigma_0(1-E_0/E)$ above threshold $E_0$, the Maxwellian average weights $\sigma$ by $\bar v_e\,E\,e^{-E/T}/T^2$, with $\bar v_e=\sqrt{8eT/\pi m_e}$. Hence

$$K=\frac{\sigma_0\bar v_e}{T^2}\int_{E_0}^\infty(E-E_0)e^{-E/T}dE=\sigma_0\bar v_e\,e^{-E_0/T}.$$

**Ions.** Take cold ions born at rest, Boltzmann electrons, Bohm speed $c_i=\sqrt{eT/m_i}$ and friction frequency $c_i/\lambda$, with one mean free path $\lambda$ for both ions. With $S_i=K_in_j$, where $n_j$ is the parent neutral,

$$(n_iu_i)'=S_in_e,\qquad (n_iu_i^2)'=-c_i^2n_i\frac{n_e'}{n_e}-\frac{c_i}{\lambda}n_iu_i .$$

Here primes denote $d/dx$. Near the centre put $u_i=c_iq_ix$ and $n_e\propto1-\kappa x^2$. The terms linear in $x$ give $2q_i^2+q_i/\lambda=2\kappa$, which has one positive root, so both ions share $q_i=k$. Both equations are then satisfied by $u_i=c_iw(x)$ with constant fractions $n_i/n_e=S_i/(c_ik)$, and reduce to

$$w'+w\ell=k,\qquad ww'+\ell=-ka\,w,\qquad \ell=(\ln n_e)',\quad a=1+\frac1{k\lambda}.$$

Inserting $w'=k-w\ell$ in the second equation gives $\ell(1-w^2)=-k(1+a)w$, and then

$$w'=k\,\frac{1+aw^2}{1-w^2},\qquad \frac{d\ln n_e}{dw}=\frac{\ell}{w'}=-\frac{(1+a)w}{1+aw^2}.$$

The gradient diverges at $w=1$, the sheath edge. Integrating $(n_ew)'=kn_e$ from centre to edge shows that the ratio of edge to mean density is $\chi=kL/2$. Integrating $dx=dw/w'$ gives

$$\chi=\int_0^1\frac{1-w^2}{1+aw^2}dw=-\frac1a+\left(1+\frac1a\right)\frac{\arctan\sqrt a}{\sqrt a},\qquad (a-1)\chi=\frac L{2\lambda}.$$

The last relation is the definition of $a$. Its left side has derivative $\int_0^1(1-w^4)/(1+aw^2)^2dw>0$ and runs from zero to infinity, so $a$ is unique. Without collisions $a=1$ and $\chi=\pi/2-1=0.571$. For $\lambda\ll L$, $\chi\approx\pi/(2\sqrt a)$ and $a\chi\approx L/2\lambda$ give the diffusive limit $\chi\approx\pi^2\lambda/2L$. The ion flux is $\Gamma_i=\chi n_ic_i$ with $n_i$ the mean density, and two plates give $\nu_i=2\chi c_i/L$. Using this steady profile during transients is a quasi-static assumption. The constant friction frequency $c_i/\lambda$ is also a model choice, made for a closed form. For a fixed cross section the frequency scales with the ion speed, roughly as $u_i/\lambda$, which is smaller inside the plasma and gives a larger $\chi$. The diffusive limit above belongs to this friction law and is not the ambipolar diffusion of thermal ions.

**Electrons at the wall.** A floating plate draws equal fluxes, $\tfrac14\chi n_e\bar v_e e^{-V_s/T}=\sum\Gamma_i$, so

$$\frac{V_s}{T}=\ln\frac{n_e\bar v_e}{4\sum_in_ic_i},$$

which does not depend on $T$ because all the speeds scale as $\sqrt T$. Each arriving electron deposits $2T$: flux weighting gives $T$ for the normal motion, and the two transverse directions give $T/2$ each. Before the sheath it has climbed, on average over its birthplace, $\eta T$ with $\eta=\int n_e\ln(n_e/n_s)dx/\int n_edx$, where $n_s$ is the edge density. Replacing $n_e$ by $(n_ew)'/k$ in the numerator and integrating by parts, with both boundary terms zero, gives

$$\eta=(1+a)\int_0^1\frac{n_e}{n_s}\frac{w^2}{1+aw^2}dw,\qquad \frac{n_e}{n_s}=\left(\frac{1+a}{1+aw^2}\right)^{(1+a)/2a}.$$

The total loss is therefore

$$\Lambda=n_e\sum_r n_rK_rE_r+\frac2L\sum_i\Gamma_i\left(2+\frac{V_s}T+\eta\right)T,$$

where $r$ runs over ionization, dissociation and excitation.

**Atoms.** At the wall, incoming density $n_{in}$ and reflected density $(1-\gamma)n_{in}$ add to $n_A$. A half-Maxwellian has mean normal speed $\bar v_A/2$, so $\Gamma_A=n_A\bar v_A/[2(2-\gamma)]$. Two plates recombining a fraction $\gamma$ give $\nu_r=2\gamma\Gamma_A/(n_AL)=\gamma\bar v_A/[(2-\gamma)L]$.

## Why positivity is not enough for the temperature

The matching linear trick for the energy writes $\Lambda=\tfrac32n_eT\,\nu_E(T)$ and freezes $\nu_E$. At fixed densities $T'=(T+\Delta t\,P)/(1+\Delta t\,\nu_E(T))$, where $P=p/(\tfrac32n_e)$. This is positive. About the steady value, where $P=\nu_ET$, put $s=\Delta t\,\nu_E$ and $\kappa_E=d\ln\nu_E/d\ln T$. A small relative error is multiplied by

$$\frac{1-s\kappa_E}{1+s}\longrightarrow-\kappa_E\quad(s\to\infty).$$

A collisional loss has logarithmic slope $E_0/T+\tfrac12$, and the wall loss has slope $\tfrac32$. At the operating point found below, $T=2.155$ eV and the power shares are 20.0 % ionization, 31.4 % excitation, 21.1 % dissociation and 27.5 % wall. With thresholds 12, 10 and 8 eV, $\kappa_\Lambda=d\ln\Lambda/d\ln T\approx0.200(6.07)+0.314(5.14)+0.211(4.21)+0.275(1.5)=4.1$. Ionization of A, at 13 eV, raises this by less than 0.1. Then $\kappa_E=\kappa_\Lambda-1\approx3.1$, and with large steps a small error roughly triples at each step, with alternating sign, although $T$ stays positive.

The loss must therefore be taken at the new temperature:

$$\tfrac32n_e'T'+\Delta t\,\Lambda(T',y')=\tfrac32n_eT+\Delta t\,p .$$

With $y'$ known, each $K$ rises with $T'$, and the wall term rises as $T'^{3/2}$ because $V_s/T$, $\chi$ and $\eta$ do not depend on $T'$. The left side climbs from zero without bound and the right side is positive, so there is one positive root, which bracketing finds. The equation is itself the discrete energy balance.

For 1000 random states, with $\Delta t$ from $10^{-9}$ to 10 s, all results were positive. The worst balance errors, relative to old content plus source, were $2\times10^{-11}$ for nuclei and $7\times10^{-14}$ for energy.

## Where large steps settle

At a fixed point $y'=y$ and $T'=T$, so $\Delta t$ cancels, leaving $\mathsf Ry+q=0$ and $\Lambda=p$. The ion rows give $n_i=n_eLK_in_j/(2\chi c_i)$; summing them and dividing by $n_e$ gives the particle balance. Adding the A and A$^+$ rows gives the second relation below, and $h^T$ the third:

$$\frac L{2\chi}\sum_i\frac{K_in_j}{c_i}=1,\qquad 2n_eK_dn_M=(\nu_r+k_p)n_A,\qquad 2n_M+n_A=\frac{2Q}S .$$

Since $K_i/c_i\propto e^{-E_0/T}$ stays bounded as $T\to\infty$, the first relation has no solution for given neutral densities if gas density times gap is too small: this model then sustains no discharge.

Positivity does not guarantee convergence, because the density step still uses the old temperature. For large $\Delta t$ and fixed gas, $n_i'\approx n_eK_in_j/\nu_i$, so $\delta\ln n_e'=\delta\ln n_e+\kappa_i\,\delta\ln T$ with $\kappa_i=E_0/T$. The preceding power balance fixed $\delta\ln T=-\delta\ln n_e/\kappa_\Lambda$. The error factor is

$$1-\kappa_i/\kappa_\Lambda .$$

With $\kappa_i$ between 5.6 and 6.0 it is about $-0.4$, a damped alternation. If wall and low-threshold losses dominated so strongly that $\kappa_i>2\kappa_\Lambda$, this estimate predicts a growing one, and $\Delta t$ would have to be reduced. This is not remote for molecular gases, where vibrational excitation, absent from this model, can take much of the power. Adding a 1 eV loss on M with $\sigma_0=4\times10^{-20}$ m$^2$, which then carries two thirds of the power, gives factors of $-1.5$ for 0.1 s steps and $-1.7$ for 1 ms steps, and the alternation is damped again only near 0.1 ms, where the factor is $-0.93$.

The gas inventory is slower. Neglecting the small ion content, the nuclei balance multiplies its error by $1/(1+\Delta t\,k_p)$: 0.992, 0.923 and 0.545 for steps of 1, 10 and 100 ms. The computed spectral radii of the full step map are 0.9917, 0.9231 and 0.5455, so pumping sets the convergence rate for these steps. Beyond about 0.2 s the pumping factor falls below 0.38, and the alternating electron mode, whose factor in the full map is $-0.38$, sets the rate instead.

Marching from ignition with steps growing to 0.1 s reproduces the independently solved balances to rounding error. One hundred fixed steps of 0.1 s also reach the steady electron density. A scan over $n_e=10^{14}$ to $10^{20}$ m$^{-3}$ finds one steady state, which is evidence for this case and no general proof.

A transient is another matter, since the scheme is first order. After a jump from 500 to 800 W, steps of 1, 0.5 and 0.25 µs give relative errors in $n_e$ at 0.2 ms of $1.4\times10^{-4}$, $6.8\times10^{-5}$ and $3.4\times10^{-5}$ against a stiff solver.

## From fluxes to an etch rate

A small coupon carries an extra bias $V_b$ from a separate supply. With a collisionless sheath its ions arrive with $E_i=V_s+T/2+V_b$, the middle term being the Bohm energy. Let $\theta$ be the etchant coverage of $N_s$ sites per area. Neutral atoms stick to bare sites with probability $s_A$, and nuclei brought by ions stick there with certainty. Each ion removes $Y\theta$ substrate atoms, and each removed atom takes $z$ etchant atoms with it:

$$N_s\dot\theta=a_s(1-\theta)-r\theta,\quad a_s=s_A\Gamma_A+2\Gamma_{M^+}+\Gamma_{A^+},\quad r=zY\Gamma_+,$$

with $\Gamma_+=\Gamma_{M^+}+\Gamma_{A^+}$. The implicit update $\theta'=(\theta+\Delta t\,a_s/N_s)/(1+\Delta t(a_s+r)/N_s)$ keeps $\theta$ in $[0,1]$, since its numerator is nonnegative and cannot exceed its denominator. In the steady state $\theta=a_s/(a_s+r)$, and for substrate atom density $\rho$ the etch rate is

$$R=\frac{Y\Gamma_+\theta}\rho=\frac1\rho\left(\frac1{Y\Gamma_+}+\frac z{a_s}\right)^{-1}.$$

It tends to $Y\Gamma_+/\rho$ for $a_s\gg r$ and to $a_s/(z\rho)$ for $a_s\ll r$. Because each ion brings at least one etchant nucleus, $a_s\ge\Gamma_+$, so the second limit can be reached only if $zY\gg1$.

## The numbers and their reading

The parameters are round model values: $L=0.06$ m, $A_p=0.2$ m$^2$, $Q=1.5\times10^{19}$ s$^{-1}$, $S=0.1$ m$^3$/s, atom mass 35 u, gas at 400 K and $\gamma=0.02$. The cross sections are in the numerical output.

At 500 W, $T=2.155$ eV and $n_e=1.91\times10^{17}$ m$^{-3}$. The neutral densities are $n_M=7.48\times10^{19}$ and $n_A=1.504\times10^{20}$ m$^{-3}$, whose nuclei sum to $3.00\times10^{20}=2Q/S$. The ion free path is $\lambda=1/[(n_M+n_A)\sigma_{in}]=8.9$ mm for an ion-neutral cross section $\sigma_{in}=5\times10^{-19}$ m$^2$, so $L/2\lambda=3.38$ and $\chi=0.326$; the diffusive formula would give 0.73, so that limit is not yet reached. The particle balance reads $0.599+0.401=1.000$ for M$^+$ and A$^+$.

Each ion pair lost costs 62.3 eV, of which the wall takes $2(2.155)+10.35+1.157(2.155)=17.2$ eV. The total ion flux is $1.252\times10^{20}$ m$^{-2}$ s$^{-1}$, and over both plates $2(0.2)(1.252\times10^{20})(62.3)e$ returns the 500 W.

For the coupon, $E_i=10.35+1.08+60=71.4$ eV. The model yield $Y=0.1(\sqrt{E_i}-\sqrt{10})$, with energies in eV, is 0.529. With $s_A=0.05$ and $\Gamma_A=1.868\times10^{22}$ m$^{-2}$ s$^{-1}$, $a_s=(9.34+1.28+0.61)\times10^{20}=1.12\times10^{21}$, while $r=2(0.529)(1.252\times10^{20})=1.32\times10^{20}$, both in m$^{-2}$ s$^{-1}$. Hence $\theta=0.895$. For $\rho=5\times10^{28}$ m$^{-3}$, $R=1.18$ nm/s, or 71 nm/min. Unlimited etchant would raise this by $1/0.895-1=12$ % at most; ion flux and yield are the stronger controls.

At 250, 500 and 1000 W the temperature is 2.149, 2.155 and 2.163 eV: it stays nearly fixed while $n_e$ slightly more than doubles per doubling of power. Two things hold it. The particle balance is exponential in $1/T$, so a small shift of $T$ makes up for a larger change in the gas. That change is also partly cancelled: from 250 to 1000 W, dissociation lowers $\sum_iK_in_j/c_i$ at fixed $T$ by 13 %, but the greater number of neutrals lowers $\chi$, and with it the ion loss, by 10 %. The atom density grows more slowly because the nuclei supply is fixed, so coverage falls from 0.917 to 0.854. The etch rates are 35, 71 and 140 nm/min.

Several omissions are small here. Elastic loss is 0.17 % of the power for an assumed momentum-transfer coefficient of $10^{-13}$ m$^3$/s. The coupon sheath is 5 % of an ion free path by the Child law, which neglects electrons in the sheath; including them raises this to 8 % if the edge is placed where the electron density lies 10 % below the ion density, to 10 % for a 1 % imbalance, and to 11 to 16 % if the sheath starts at the Bohm speed with a field between $(T/\lambda)(\lambda/\lambda_D)^{2/5}$ and $T/\lambda$, where $\lambda_D$ is the Debye length at the edge. Roughly one ion in ten then collides in the sheath. The atom density drop from centre to wall is about 3 %, estimated from recombination alone with a uniform source and the ion free path. Counting also the ions that return as neutrals makes it about 2 %, and the molecular density then rises toward the wall by about 5 %. A coupon of 1 cm$^2$ takes up $7\times10^{-5}$ of the atoms produced; a full wafer would need its uptake and etch products in the gas balance.

Two further choices matter more for the densities than for the etch rate. With ion friction $u_i/\lambda$ in place of $c_i/\lambda$, $\chi$ for the same gas is 0.43 rather than 0.33, $T$ rises to 2.26 eV and $n_e$ falls by 24 %, while the etch rate rises by 3 %, because the ion flux is set mainly by the power and the cost per pair. Dissociative recombination of M$^+$ is omitted. For an assumed coefficient of 1 to $2\times10^{-14}$ m$^3$/s it would be 10 to 20 % of the M$^+$ wall loss, and it would lower $n_e$ by 4 to 7 % and the etch rate by 2.5 to 4.5 %.

Side walls are not small. Circular plates of this area have a radius of 0.25 m, and the side wall adds 24 % to the combined area of the two plates. The densities and rates therefore describe a wide slab with the same power, feed and pumping speed per area, and a reactor of this size would need the side loss added to $\nu_i$, $\nu_r$ and $\Lambda$. If the added terms are nonnegative and the wall energy loss still rises with $T$, both positivity arguments carry over.

## Numbers as computed

```
Gap 0.06 m, plate area 0.2 m^2, power 500 W
Feed 1.50e+19 molecules/s, pump speed 0.1 m^3/s
Gas temperature 400 K, atom mass 35 u
Recombination probability 0.02, ion cross section 5.0e-19 m^2
ion_M: sigma0 4.0e-20 m^2, E0 12 eV, K 1.498e-16 m^3/s
dis_M: sigma0 2.0e-20 m^2, E0 8 eV, K 4.795e-16 m^3/s
exc_M: sigma0 2.0e-20 m^2, E0 10 eV, K 1.895e-16 m^3/s
ion_A: sigma0 3.0e-20 m^2, E0 13 eV, K 7.065e-17 m^3/s
exc_A: sigma0 2.0e-20 m^2, E0 10 eV, K 1.895e-16 m^3/s
Pump rate 8.333 1/s, recombination rate 82.81 1/s
Electron temperature 2.1547 eV
Electron density 1.9109e+17 m^-3
n_M 7.4801e+19, n_A 1.5040e+20 m^-3
n_M+ 1.1440e+17, n_A+ 7.6691e+16 m^-3
Gas pressure 1.244 Pa, ion free path 8.88 mm
Half gap/free path 3.378, chi 0.3259, eta 1.1567
Collisionless chi 0.5708, eta 0.5708
Bohm speeds M+, A+: 1723.3, 2437.2 m/s
Floating sheath 10.35 V
Power share, ionization: 20.03 %
Power share, excitation: 31.36 %
Power share, dissociation: 21.08 %
Power share, wall: 27.52 %
Energy cost per lost ion pair 62.34 eV
Random states tested 1000, all positive
Worst nuclei error 2.1e-11, energy 7.1e-14
March of 250 steps: difference from roots 1.4e-15
Steady states found in density scan: 1
n_e/steady after 100 fixed steps of 0.1 s: 1.00000000
Explicit Euler, 1 ms steps: nonpositive at step 1
Spectral radius at dt = 1e-03 s: 0.9917
Spectral radius at dt = 1e-02 s: 0.9231
Spectral radius at dt = 1e-01 s: 0.5455
Step to 800 W, density errors at 0.2 ms: 1.37e-04, 6.79e-05, 3.39e-05
Observed orders 1.009, 1.004
Coupon: bias 60 V, sticking 0.05, z 2, area 1 cm^2
Yield: Y0 0.1 eV^-1/2, E_th 10 eV; sites 1e+19 m^-2, solid 5e+28 m^-3
Atom flux 1.8682e+22 m^-2 s^-1
M+ flux 6.4248e+19, A+ flux 6.0911e+19 m^-2 s^-1
Ion energy 71.43 eV, yield 0.5289
Supply 1.1235e+21, removal 1.3240e+20 m^-2 s^-1
Coverage 0.8946, relaxation time 7.962 ms
Etch rate 1.1845 nm/s = 71.07 nm/min
250 W: n_e 9.335e+16 m^-3, T_e 2.149 eV, n_A 9.804e+19 m^-3
   coverage 0.917, etch 35.4 nm/min
500 W: n_e 1.911e+17 m^-3, T_e 2.155 eV, n_A 1.504e+20 m^-3
   coverage 0.895, etch 71.1 nm/min
1000 W: n_e 3.889e+17 m^-3, T_e 2.163 eV, n_A 2.026e+20 m^-3
   coverage 0.854, etch 140.0 nm/min
Elastic loss/power, for K_m = 1e-13 m^3/s: 0.168 %
Coupon sheath 0.474 mm, sheath/free path 0.0533
Neutral atom density drop, centre to wall: 2.56 %
Coupon uptake/atom production: 7.20e-05
```
